# Why Grounded Contacts Restore the Inversion Capacitance at 1 MHz: verification in Python

```python
# Result under test: small-signal gate capacitance per area of a MOS structure
# in inversion, C = C_LF - (C_LF-C_HF) * s*Ce/(g+s*Ce) * (1 - tanh(z)/z),
# z = (L/2)*sqrt((g+s*Ce)/sigma), s = j*omega; without source and drain the
# last bracket is 1.
# C_LF, C_HF: capacitance with perfect and with no electron supply.
# Ce: electron charge lost per volt of electron quasi-Fermi potential phi at
# fixed gate voltage; Cgc: electron charge gained per gate volt at fixed phi.
# g: thermal supply conductance per area; sigma: channel sheet conductance.
# The independent road is a linearised drift-diffusion simulation in depth,
# and in depth and along the channel for the transistor. SI units inside.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.optimize import brentq
from scipy.constants import e as q, k as kB, epsilon_0, hbar, m_e

eps_si, eps_ox = 11.7 * epsilon_0, 3.9 * epsilon_0
t_ox = 10e-9
Cox = eps_ox / t_ox
Na = 1e23
ni_300 = 1e16
gap_eV = 1.12
lifetime = 1e-6
mu_n, mu_p = 0.04, 0.03
V_gate = 3.0              # measured from flat band
L_device = 10e-6
wafer = 500e-6
f_meter = 1e6
gl_x, gl_w = np.polynomial.legendre.leggauss(300)
g6_x, g6_w = np.polynomial.legendre.leggauss(6)


class Device:
    def __init__(self, T):
        self.T = T
        self.beta = q / (kB * T)
        self.ni = ni_300 * (T / 300) ** 1.5 * np.exp(
            -gap_eV * q / (2 * kB) * (1 / T - 1 / 300))
        self.n0 = self.ni ** 2 / Na
        self.psi_s = self.surface_potential(V_gate, 0.0)
        self.Qg, self.Qn = self.charges(V_gate, 0.0)
        d = 2e-4
        up, dn = self.charges(V_gate + d, 0), self.charges(V_gate - d, 0)
        self.C_LF = (up[0] - dn[0]) / (2 * d)
        self.Cgc = (up[1] - dn[1]) / (2 * d)
        up, dn = self.charges(V_gate, d), self.charges(V_gate, -d)
        self.Cgc_reverse = -(up[0] - dn[0]) / (2 * d)
        self.Ce = -(up[1] - dn[1]) / (2 * d)
        self.C_HF = self.C_LF - self.Cgc ** 2 / self.Ce
        self.sigma = mu_n * self.Qn
        # thermal supply: generation in the depletion layer, diffusion in body
        psi, w = self.depth_nodes(self.psi_s)
        n = self.n0 * np.exp(self.beta * psi)
        p = Na * np.exp(-self.beta * psi)
        rate = self.ni ** 2 / (lifetime * (n + p + 2 * self.ni))
        self.g_srh = q * self.beta * np.sum(w * rate / self.field(psi, 0))
        self.psi_F = np.log(Na / self.ni) / self.beta
        self.E_i = self.field(self.psi_F, 0)
        self.L_n = np.sqrt(mu_n / self.beta * lifetime)
        self.g_diff = q * mu_n * self.n0 / self.L_n
        self.g = self.g_srh + self.g_diff
        self.tau_g = self.Ce / self.g

    def field(self, psi, phi):
        b = self.beta
        electrons = self.n0 * (np.exp(b * (psi - phi)) - np.exp(-b * phi))
        acceptors = Na * (np.expm1(-b * psi) + b * psi)
        return np.sqrt(2 * q / (eps_si * b) * (electrons + acceptors))

    def surface_potential(self, Vg, phi):
        return brentq(lambda s: s + eps_si * self.field(s, phi) / Cox - Vg,
                      0.05, 1.6, xtol=1e-15)

    def depth_nodes(self, psi_s):
        low = 1 / self.beta
        half = (psi_s - low) / 2
        return low + half * (1 + gl_x), half * gl_w

    def charges(self, Vg, phi):
        s = self.surface_potential(Vg, phi)
        psi, w = self.depth_nodes(s)
        n = self.n0 * np.exp(self.beta * (psi - phi))
        return Cox * (Vg - s), q * np.sum(w * n / self.field(psi, phi))

    def formula(self, f, L=None):
        s = 2j * np.pi * f
        supply = self.g + s * self.Ce
        lateral = 1.0
        if L is not None:
            z = L / 2 * np.sqrt(supply / self.sigma)
            lateral = 1 - np.tanh(z) / z
        return self.C_LF - (self.C_LF - self.C_HF) * (
            s * self.Ce / supply) * lateral

    def simulate(self, f, L=None, ny=1, body=0.0):
        """Gate charge per gate volt from linearised drift-diffusion."""
        b, s = self.beta, 2j * np.pi * f
        u = np.concatenate([np.linspace(b * self.psi_s, 1, 200),
                            np.geomspace(1, 1e-4, 30)[1:]])
        psi = u / b
        mid, half = (psi[:-1] + psi[1:]) / 2, (psi[:-1] - psi[1:]) / 2
        pts = mid[:, None] + half[:, None] * g6_x
        dx = half * np.sum(g6_w / self.field(pts, 0), axis=1)
        steps = []
        while sum(steps) < body:      # neutral body with growing steps
            steps.append((steps[-1] if steps else dx[-1]) * 1.12)
        dx = np.concatenate([dx, steps])
        u = np.concatenate([u, np.zeros(len(steps))])
        nx = len(u)
        n, p = self.n0 * np.exp(u), Na * np.exp(-u)
        h = np.zeros(nx)
        h[:-1] += dx / 2
        h[1:] += dx / 2
        recomb = q * b * h * self.ni ** 2 / (lifetime * (n + p + 2 * self.ni))
        sn = q * mu_n * np.sqrt(n[1:] * n[:-1])
        s_p = q * mu_p * np.sqrt(p[1:] * p[:-1])
        D = sp.diags([-np.ones(nx - 1), np.ones(nx - 1)], [0, 1],
                     shape=(nx - 1, nx))
        Iy = sp.identity(ny)
        G = np.diff(np.eye(ny), axis=0)
        closed = G.T @ G              # no lateral flow through the ends
        contacted = closed.copy()     # one end held at phi = 0, one symmetric
        dy = 1.0
        if L is not None:
            dy = L / 2 / ny
            contacted[-1, -1] += 2

        def column(M):
            return sp.kron(Iy, M)

        def along(Ly, coef):
            return sp.kron(sp.csr_matrix(Ly / dy ** 2), sp.diags(coef))

        ground_psi, ground_p, gate = np.zeros(nx), np.zeros(nx), np.zeros(nx)
        ground_psi[-1] = 1e6 * eps_si / dx[-1]
        ground_p[-1] = 1e6 * s_p[-1] / dx[-1]
        gate[0] = Cox
        cn, cp = q * b * n * h, q * b * p * h
        Cn, Cp = column(sp.diags(cn)), column(sp.diags(cp))
        R = column(sp.diags(recomb))
        J0 = abs(s) * Cox             # scale of the vertical electron current
        poisson = column(D.T @ sp.diags(eps_si / dx) @ D
                         + sp.diags(cn + cp + gate + ground_psi)
                         ) + along(closed, eps_si * h)
        holes = column(D.T @ sp.diags(s_p / dx) @ D + sp.diags(ground_p)
                       ) + along(closed, q * mu_p * p * h) + s * Cp + R
        electrons = along(contacted, q * mu_n * n * h) + s * Cn + R
        A = sp.bmat([
            [poisson, -Cn, -Cp, None],
            [-s * Cn, electrons, -R, column(-D.T) * J0],
            [-s * Cp, -R, holes, None],
            [None, column(D), None, column(sp.diags(dx / sn)) * J0]],
            format="csr").astype(complex)
        rhs = np.zeros(A.shape[0], dtype=complex)
        rhs[0:nx * ny:nx] = Cox
        scale = 1 / abs(A).max(axis=1).toarray().ravel()
        sol = spsolve((sp.diags(scale) @ A).tocsc(), scale * rhs)
        return Cox * (1 - np.mean(sol[0:nx * ny:nx]))


def close(a, b, tol):
    assert abs(a - b) <= tol * abs(b), (a, b, tol)


dev, hot = Device(300.0), Device(400.0)
omega = 2 * np.pi * f_meter

# cross coefficients of the charge response agree (finite-difference error)
close(dev.Cgc, dev.Cgc_reverse, 1e-4)
# no-supply limit against oxide in series with the depletion layer
x_d = (dev.Qg - dev.Qn) / (q * Na)
C_series = 1 / (1 / Cox + x_d / eps_si)
close(dev.C_HF, C_series, 0.03)
# generation integral against its constant-field estimate
g_estimate = q * dev.ni / (lifetime * dev.E_i)
close(g_estimate, dev.g_srh, 0.02)

# isolated capacitor; tolerances cover the mesh error of the simulation
f_g = 1 / (2 * np.pi * dev.tau_g)
sim_iso = dev.simulate(f_meter, body=wafer)
sim_mid = dev.simulate(f_g, body=wafer)
sim_slow = dev.simulate(f_g / 100, body=wafer)
close(sim_iso, dev.formula(f_meter), 0.01)
close(sim_mid, dev.formula(f_g), 0.01)
close(sim_slow.real, dev.C_LF, 0.01)
# at 400 K diffusion from the body is a sizeable part of the supply
f_hot = 1 / (2 * np.pi * hot.tau_g)
sim_hot = hot.simulate(f_hot, body=wafer)
assert hot.g_diff > 0.1 * hot.g
close(sim_hot, hot.formula(f_hot), 0.01)

# transistor, short and long
step = dev.C_LF - dev.C_HF


def loss(L):
    return (dev.C_LF - dev.formula(f_meter, L).real) / step


L_half = brentq(lambda L: loss(L) - 0.5, 1e-5, 5e-3)
L_one = brentq(lambda L: loss(L) - 0.01, 1e-5, L_half)
sim_short = dev.simulate(f_meter, L=L_device, ny=16)
sim_long = dev.simulate(f_meter, L=L_half, ny=16)
close(sim_short, dev.formula(f_meter, L_device), 0.01)
close(sim_long, dev.formula(f_meter, L_half), 0.015)
# leading-order length limit against the full formula
L_one_est = np.sqrt(4 * dev.sigma / (omega * dev.Ce) * np.sqrt(0.01 * 7.5))
close(L_one_est, L_one, 0.01)
# ordering of demand and supplies that carries the explanation
g_contact = 12 * dev.sigma / L_device ** 2
tau_ch = dev.Ce / g_contact
assert dev.g < 1e-3 * omega * dev.Ce and omega * dev.Ce < 0.1 * g_contact

# sizes of neglected effects
V_ox = V_gate - dev.psi_s
E_ox = V_ox / t_ox
barrier, m_ox = 3.1, 0.42 * m_e
top = max(barrier - V_ox, 0.0)
wkb = 4 * np.sqrt(2 * m_ox * q) / (3 * hbar * E_ox) * (
    barrier ** 1.5 - top ** 1.5)
n_surface = dev.n0 * np.exp(dev.beta * dev.psi_s)
Nc = 2.8e25
b_well = (12 * 0.92 * m_e * q * (dev.Qg - dev.Qn + 11 / 32 * dev.Qn)
          / (eps_si * hbar ** 2)) ** (1 / 3)
z_mean = 3 / b_well
L_overlap = 0.1e-6
R_body = wafer / (q * mu_p * Na)

nF = 1e5     # F/m2 to nF/cm2
S = 1e-4     # S/m2 to S/cm2
print(f"temperature {dev.T:.0f} K, oxide {t_ox*1e9:.0f} nm, "
      f"gate minus flat band {V_gate:.1f} V")
print(f"acceptors {Na*1e-6:.1e} cm^-3, ni {dev.ni*1e-6:.1e} cm^-3, "
      f"lifetime {lifetime*1e6:.0f} us")
print(f"mobility: electrons {mu_n*1e4:.0f}, holes {mu_p*1e4:.0f} cm2/Vs")
print(f"channel length {L_device*1e6:.0f} um, wafer {wafer*1e6:.0f} um, "
      f"meter {f_meter/1e6:.0f} MHz")
print("relative permittivity: silicon 11.7, oxide 3.9 (inputs)")
print(f"surface potential {dev.psi_s:.4f} V")
print(f"electron charge Qn {dev.Qn*100:.4f} uC/cm2")
print(f"depletion charge {(dev.Qg-dev.Qn)*100:.4f} uC/cm2")
print(f"depletion width {x_d*1e9:.1f} nm")
print(f"Cox {Cox*nF:.1f} nF/cm2")
print(f"C_LF {dev.C_LF*nF:.1f} nF/cm2, C_LF/Cox {dev.C_LF/Cox:.4f}")
print(f"C_HF {dev.C_HF*nF:.2f} nF/cm2, C_HF/Cox {dev.C_HF/Cox:.4f}")
print(f"C_HF from oxide and depletion in series {C_series*nF:.2f} nF/cm2")
print(f"Cgc {dev.Cgc*nF:.2f}, reverse coefficient "
      f"{dev.Cgc_reverse*nF:.2f} nF/cm2")
print(f"Ce {dev.Ce*nF:.1f} nF/cm2")
print(f"field where n = p {dev.E_i*1e-8:.4f} MV/cm")
print(f"g generation {dev.g_srh*S:.3e} S/cm2, estimate {g_estimate*S:.3e}")
print(f"g diffusion {dev.g_diff*S:.3e} S/cm2, "
      f"diffusion length {dev.L_n*1e6:.1f} um")
print(f"total thermal supply g {dev.g*S:.3e} S/cm2")
print(f"demand omega*Ce at 1 MHz {omega*dev.Ce*S:.3f} S/cm2")
print(f"contact supply 12 sigma/L^2 {g_contact*S:.3e} S/cm2")
print(f"sheet conductance sigma {dev.sigma*1e6:.1f} uS per square")
print(f"thermal response time {dev.tau_g:.2f} s, frequency {f_g:.3e} Hz")
print(f"channel response time {tau_ch*1e9:.4f} ns")
print(f"omega*tau at 1 MHz: thermal {omega*dev.tau_g:.2e}, "
      f"channel {omega*tau_ch:.2e}")
print("measured capacitance, formula | simulation, nF/cm2:")
for label, a, c in [
        ("isolated, 1 MHz", dev.formula(f_meter), sim_iso),
        ("isolated, response frequency", dev.formula(f_g), sim_mid),
        ("isolated, 1/100 of it", dev.formula(f_g / 100), sim_slow),
        ("transistor 10 um, 1 MHz", dev.formula(f_meter, L_device), sim_short),
        ("transistor L_half, 1 MHz", dev.formula(f_meter, L_half), sim_long)]:
    print(f"  {label}: {a.real*nF:.2f} | {c.real*nF:.2f}")
print(f"L for 1% loss of inversion step {L_one*1e6:.1f} um, "
      f"leading order {L_one_est*1e6:.1f} um")
print(f"L_half, half the step lost {L_half*1e6:.0f} um")
print(f"fraction of step lost at 10 um {loss(L_device):.1e}")
print(f"400 K: ni {hot.ni*1e-6:.2e} cm^-3, response time {hot.tau_g:.4f} s")
print(f"400 K: diffusion share of g {hot.g_diff/hot.g:.3f}")
print(f"400 K at response frequency, formula | simulation: "
      f"{hot.formula(f_hot).real*nF:.2f} | {sim_hot.real*nF:.2f} nF/cm2")
print(f"400 K isolated at 1 MHz {hot.formula(f_meter).real*nF:.2f}, "
      f"C_LF {hot.C_LF*nF:.1f} nF/cm2")
print(f"oxide field {E_ox*1e-8:.2f} MV/cm")
print(f"tunnelling: barrier {barrier} eV, mass {m_ox/m_e:.2f} m_e, "
      f"log10 transparency {-wkb/np.log(10):.0f}")
print(f"surface electrons {n_surface*1e-6:.2e} cm^-3, "
      f"ratio to Nc = {Nc*1e-6:.1e} cm^-3: {n_surface/Nc:.2f}")
print(f"quantum mean depth {z_mean*1e9:.2f} nm, as part of oxide thickness "
      f"{eps_ox/eps_si*z_mean/t_ox:.3f}")
print(f"overlap {L_overlap*1e6:.1f} um per side adds "
      f"{2*L_overlap/L_device:.3f} of Cox")
print(f"body resistance {R_body*1e4:.4f} ohm cm2, "
      f"omega*R*C_HF {omega*R_body*dev.C_HF:.4f}")
print("no test failed")
```

Running it gives:

```
temperature 300 K, oxide 10 nm, gate minus flat band 3.0 V
acceptors 1.0e+17 cm^-3, ni 1.0e+10 cm^-3, lifetime 1 us
mobility: electrons 400, holes 300 cm2/Vs
channel length 10 um, wafer 500 um, meter 1 MHz
relative permittivity: silicon 11.7, oxide 3.9 (inputs)
surface potential 0.9951 V
electron charge Qn 0.5174 uC/cm2
depletion charge 0.1749 uC/cm2
depletion width 109.2 nm
Cox 345.3 nF/cm2
C_LF 336.0 nF/cm2, C_LF/Cox 0.9731
C_HF 75.50 nF/cm2, C_HF/Cox 0.2186
C_HF from oxide and depletion in series 74.44 nF/cm2
Cgc 335.40, reverse coefficient 335.40 nF/cm2
Ce 431.8 nF/cm2
field where n = p 0.1100 MV/cm
g generation 1.465e-08 S/cm2, estimate 1.457e-08
g diffusion 1.993e-11 S/cm2, diffusion length 32.2 um
total thermal supply g 1.467e-08 S/cm2
demand omega*Ce at 1 MHz 2.713 S/cm2
contact supply 12 sigma/L^2 2.484e+03 S/cm2
sheet conductance sigma 207.0 uS per square
thermal response time 29.42 s, frequency 5.409e-03 Hz
channel response time 0.1738 ns
omega*tau at 1 MHz: thermal 1.85e+08, channel 1.09e-03
measured capacitance, formula | simulation, nF/cm2:
  isolated, 1 MHz: 75.50 | 75.50
  isolated, response frequency: 205.77 | 205.79
  isolated, 1/100 of it: 336.02 | 336.09
  transistor 10 um, 1 MHz: 336.04 | 336.11
  transistor L_half, 1 MHz: 205.77 | 206.00
L for 1% loss of inversion step 91.7 um, leading order 91.4 um
L_half, half the step lost 308 um
fraction of step lost at 10 um 1.4e-06
400 K: ni 3.46e+12 cm^-3, response time 0.0564 s
400 K: diffusion share of g 0.267
400 K at response frequency, formula | simulation: 206.83 | 206.89 nF/cm2
400 K isolated at 1 MHz 80.02, C_LF 333.6 nF/cm2
oxide field 2.00 MV/cm
tunnelling: barrier 3.1 eV, mass 0.42 m_e, log10 transparency -41
surface electrons 5.21e+19 cm^-3, ratio to Nc = 2.8e+19 cm^-3: 1.86
quantum mean depth 1.76 nm, as part of oxide thickness 0.059
overlap 0.1 um per side adds 0.020 of Cox
body resistance 0.0104 ohm cm2, omega*R*C_HF 0.0049
no test failed
```
